A massless Dirac particle moves in a plane at v = 1.0×10⁶ m/s and meets a circular electrostatic well of radius R = 10 nm. If the depth of the well is tuned to a critical value, 252.21 meV when rounded, there is a stationary, normalizable state with two thirds of its probability inside the well. If the well is made 2 meV shallower, the state leaks away with a lifetime of 2.3 ns. The time R/v is only 10 fs, so even the spoiled state survives for more than 10⁵ such times. Yet Klein tunnelling, the passage of massless Dirac particles through potential steps, seems to rule out any electrostatic bound state.

**The belief and its grounds**

The belief says: massless Dirac particles have no electrostatic bound states, because they pass through potential steps by Klein tunnelling. Two correct facts support it.

The first concerns straight edges. Let the potential depend on x alone and let the momentum along y vanish. The Hamiltonian is then

H = v σ_x p_x + V(x).

It commutes with σ_x, so σ_x can be replaced by its eigenvalue s = ±1, and the amplitude χ(x) obeys

−iħ v s dχ/dx = (E − V) χ.

The logarithmic derivative of χ is purely imaginary, so |χ| is the same at every x. Nothing is reflected and nothing can be localized, whatever the shape of V(x).

The second fact is the absence of a gap. Where V = 0, free waves have E = ±v|p|, so propagating waves exist at every nonzero energy. A particle in a well seems always to find an outgoing wave to join.

The first argument needs zero transverse momentum and the second needs nonzero energy. A circular well at E = 0 escapes both.

**The radial equations**

Take one Dirac cone, one particle and no magnetic field:

H = v(σ_x p_x + σ_y p_y) + V(r), with V = −V₀ for r < R and V = 0 for r > R.

Energy is measured from the potential outside. The total angular momentum −iħ∂_φ + ħσ_z/2 is conserved. Its eigenvalue is ħj with j = m + 1/2, m an integer, for the spinor

ψ = ( f(r) e^{imφ}, i g(r) e^{i(m+1)φ} ).

In polar coordinates

p_x ± i p_y = −iħ e^{±iφ} (∂_r ± (i/r) ∂_φ).

The upper row of Hψ = Eψ contains p_x − ip_y acting on the lower component. There −(i/r)∂_φ gives (m+1)/r, and the prefactor is −iħ·i = ħ. The lower row contains p_x + ip_y acting on the upper component. There (i/r)∂_φ gives −m/r, and a common factor i is divided out. Hence

ħv [g′ + (m+1) g/r] = (E − V) f,
ħv [−f′ + m f/r] = (E − V) g.

These are first-order equations with a finite jump in V, so f and g are both continuous at R.

**Where the belief is right: nonzero energy**

Outside, let q = |E|/ħv and s = sign(E). The second equation gives g = (−f′ + mf/r)/(sq). Inserting this in the first and multiplying by sq gives

−f″ + m f′/r − m f/r² + (m+1)(−f′/r + m f/r²) = q² f.

Collecting terms,

f″ + f′/r + (q² − m²/r²) f = 0.

This is Bessel's equation, so f = a J_m(qr) + b Y_m(qr). Both functions obey C_m′(x) = (m/x)C_m − C_{m+1}, which turns the expression for g into

g = s [a J_{m+1}(qr) + b Y_{m+1}(qr)].

Far away, with θ = qr − mπ/2 − π/4, the functions J_m, Y_m, J_{m+1}, Y_{m+1} tend to √(2/πqr) times cos θ, sin θ, sin θ, −cos θ. For real a and b, squaring and adding gives

f² + g² → 2(a² + b²)/(πqr).

With the area factor r the norm grows linearly with distance. It stays finite only if a = b = 0, but then f and g vanish at R, and the first-order equations make them vanish everywhere. This well therefore has no bound state at any E ≠ 0. The argument uses only V = 0 beyond R, so it also covers other finite circular profiles of finite range.

**Where the belief fails: zero energy**

At E = 0 the outer equations no longer couple f and g:

f′ = m f/r, so f = A r^m,
g′ = −(m+1) g/r, so g = B r^{−(m+1)}.

Take m ≥ 0 first. The f part does not decay, so a bound state needs A = 0. The norm of what remains is

B² ∫_R^∞ r^{−2m−2} r dr = B² R^{−2m}/(2m), for m ≥ 1.

For m = 0 the integrand is 1/r and the integral diverges logarithmically. The amplitude then decays as 1/r, yet the state is not normalizable. Decay alone is not enough; a bound state needs m ≥ 1, that is j ≥ 3/2.

Inside, the equations are those of a free particle with energy V₀. With k = V₀/ħv the regular solution is

f = J_m(kr), g = J_{m+1}(kr).

The Y solutions are excluded because their norm diverges at the origin. Define the dimensionless strength u = kR = V₀R/ħv. Continuity of f, which vanishes outside, requires

J_m(u) = 0, m ≥ 1.

Continuity of g fixes B = J_{m+1}(u) R^{m+1}. This is not zero, since otherwise f and g would both vanish at R. The condition is thus necessary and sufficient.

For negative m write m = −m′ − 1 with m′ ≥ 0. The outer solutions become f ∝ r^{−(m′+1)} and g ∝ r^{m′}, so the components exchange roles. Now g must vanish at R. Inside, g = J_{−m′} = (−1)^{m′} J_{m′}, so the condition is J_{m′}(u) = 0, again with m′ ≥ 1 for a finite norm. Each critical well therefore binds a pair of states with opposite j. A barrier of the same strength binds as well, because reversing the sign of u changes J_m(u) by at most a sign.

The first positive zeros of J_m increase with m, a standard property of Bessel functions, so the weakest binding well belongs to m = 1, with u = 3.83171. The energy unit of the example is ħv/R = 65.821 meV, hence

V₀ = 3.83171 × 65.821 meV = 252.21 meV.

For m = 2 the depth is 338.03 meV. At 158.29 meV the m = 0 condition J₀(u) = 0 is met, but this well holds only a pair of marginal states, m = 0 and m = −1, with 1/r tails.

The three behaviours can be told apart by the norm between 200R and 400R divided by that between 100R and 200R. A density r^{−4}, times r, gives 1/4; a density r^{−2} gives 1; a propagating wave gives 2, provided 100R is much larger than |j|ħv/|E|. Numerical integration of the radial equations gives 0.2500 for the bound state, 1.0000 for the marginal one, and 1.9980 for m = 1 at E = 0.3 ħv/R.

**How much of the particle is inside**

The inner norm follows from the identity

d/dx { (x²/2) [J_n² − J_{n−1}J_{n+1}] } = x J_n².

To verify it, use J_n′ = (J_{n−1} − J_{n+1})/2, J_{n−1}′ = (n−1)J_{n−1}/x − J_n and J_{n+1}′ = J_n − (n+1)J_{n+1}/x. The derivative of the square bracket is then 2J_{n−1}J_{n+1}/x, all other terms cancelling. Multiplied by x²/2 it gives xJ_{n−1}J_{n+1}, which cancels the second term of x[J_n² − J_{n−1}J_{n+1}] and leaves xJ_n².

At the critical strength J_m(u) = 0. The recurrence J_{m−1} + J_{m+1} = 2mJ_m/u then gives J_{m−1}(u) = −J_{m+1}(u). Applying the identity with n = m and with n = m+1, and dividing by k² = u²/R²,

∫₀^R J_m²(kr) r dr = (R²/2) J_{m+1}²(u),
∫₀^R J_{m+1}²(kr) r dr = (R²/2) J_{m+1}²(u).

The inner norm is their sum, R²J_{m+1}²(u). With the value of B found above, the outer norm is R²J_{m+1}²(u)/(2m). Therefore

P_in = 1/(1 + 1/(2m)) = 2m/(2m+1).

The result does not depend on which zero of J_m is used. For m = 1 it is 2/3, for m = 2 it is 4/5, and it approaches 1 for large m. Integrating the tail from r > R instead of from R gives the probability of finding the particle farther out than r:

P(>r) = (R/r)^{2m}/(2m+1).

For m = 1, one part in 300 lies beyond 10R. The tail is a power law because at zero energy the outside supplies no decay length.

A diagonalization in a disc of radius 30R, with f = 0 at its edge, checks this by another route. The bound state has f = 0 outside the well and fits the edge condition, so its energy should remain zero; the grid gives −2.9×10⁻⁵ ħv/R, the remainder being discretization error. The disc cuts off the tail and reduces the outer norm by the factor 1 − 1/900. This raises P_in from 0.6667 to 0.6669, the value found.

**What detuning does**

Let u = u_c + δu, with u_c a zero of J_m and m ≥ 1, and let z = ER/ħv. Inside, the argument at the edge becomes u + z. Consider E > 0 first. With time dependence e^{−iEt/ħ}, an escaping particle is described by H^{(1)} = J + iY, which behaves as e^{iqr}. Continuity of f/g requires

J_m(u+z)/J_{m+1}(u+z) = H_m^{(1)}(z)/H_{m+1}^{(1)}(z).

On the left, J_m′(u_c) = −J_{m+1}(u_c), so to first order the ratio is −(δu + z). On the right, for small positive z and n ≥ 1, Y_n(z) ≈ −[(n−1)!/π](2/z)^n dominates. The real part is therefore

Y_m/Y_{m+1} ≈ z/(2m).

For the imaginary part, multiply numerator and denominator by the complex conjugate of H_{m+1}^{(1)}. The numerator's imaginary part is the Wronskian combination Y_mJ_{m+1} − J_mY_{m+1} = 2/(πz), and the denominator is |H_{m+1}^{(1)}|² ≈ (m!/π)²(2/z)^{2m+2}. This gives

(2/πz) (π/m!)² (z/2)^{2m+2} = [π/(m!)²] (z/2)^{2m+1}.

The matching condition becomes

−(δu + z) = z/(2m) + i [π/(m!)²] (z/2)^{2m+1}.

Collecting the linear terms in z,

z = −[2m/(2m+1)] { δu + i [π/(m!)²] (z/2)^{2m+1} }.

The terms omitted from the left side and from the real part of the right side are real for real z, so they supply no width of their own. The corrections omitted from the imaginary part are small compared with the term kept. Together they change the position and the width only by small relative amounts. To leading order the real part is

z_r = −[2m/(2m+1)] δu.

The coefficient is P_in, as first-order perturbation theory requires: deepening the well lowers the energy in proportion to the probability inside. The disc calculation gives the slope −0.6669 for m = 1.

Write the complex energy as E_r − iΓ/2, so that the probability decays as e^{−Γt/ħ}. Evaluating the small imaginary term at z_r gives

Γ = (ħv/R) [4m/(2m+1)] [π/(m!)²] (|z_r|/2)^{2m+1}.

For E < 0 the outgoing wave is H^{(2)}(|z|), which behaves as e^{−iqr}, because on the branch E = −v|p| a particle moves opposite to its wave vector. The factor s = −1 in g also reverses the sign of the ratio f/g. Since H^{(2)} is the complex conjugate of H^{(1)} for real argument, the right side becomes −|z|/(2m) + i[π/(m!)²](|z|/2)^{2m+1}. Its real part is again z/(2m), and the same width law holds.

For a well 2 meV too shallow, with m = 1,

δu = −2/65.821 = −0.03039,
z_r = (2/3) × 0.03039 = 0.02026,
E_r = 0.02026 × 65.821 meV = 1.333 meV.

For m = 1 the width law reduces to Γ = (ħv/R) π|z_r|³/6, so

Γ ≈ 65.821 meV × 0.5236 × (0.02026)³ ≈ 2.9×10⁻⁴ meV.

The numerical solution of the full matching condition gives 1.3312 meV and 286.33 neV, within 0.2 percent of the leading laws in both cases. Since ħ = (ħv/R)(R/v) = 65.821 meV × 10 fs, the lifetime is

ħ/Γ = 658.21 meV fs / (2.8633×10⁻⁴ meV) = 2.30×10⁶ fs = 2.30 ns.

A well 2 meV too deep puts the resonance at −1.3347 meV, with nearly the same lifetime, 2.305 ns. Both are long-lived resonances, not bound states. Even the rounding of the depth matters in principle: the critical value is 252.2075 meV, and a well exactly 252.21 meV deep holds a resonance with a lifetime of about 1 s, as the cubic width law implies.

**Why Klein tunnelling does not empty the well**

A particle with angular momentum does not have purely normal incidence on the circular edge. Semiclassically its transverse momentum at radius r is jħ/r, which leaves for the radial motion outside

p_r² = (E/v)² − (jħ/r)².

This is negative out to the turning radius r_t = |j|ħv/|E|. In the shallow well r_t = 1.5 × (65.821/1.3312) × 10 nm ≈ 742 nm, so the particle must tunnel through a region far wider than the well. For r much smaller than r_t the radial amplitude, which is √r times the larger spinor component, decays at the rate |j|/r. The factor √r accounts for the growing circumference. The escape probability therefore scales as

exp(−2|j| ln(r_t/R)) = (R/r_t)^{2|j|} ∝ |E|^{2m+1},

which is the power in the width law for m ≥ 1. As E → 0 the turning radius goes to infinity and the escape route closes. This picture explains the trapping, but it does not decide which tails are normalizable: m = 0 also has angular momentum, and its norm diverges.

**What may and may not be concluded**

The binding needs a tuned strength. At E = 0, any channel m ≥ 1 with J_m(u) ≠ 0 has f(R) ≠ 0, and its f then grows outside as r^m. For another circular profile that vanishes beyond R, the condition f(R) = 0 for m ≥ 1 remains, but the critical strengths and the probability inside must be found from that profile. The shift is not negligible: rounding the edge of the example with a Fermi function of width 0.5 nm moves the critical depth to about 255.2 meV, more than the 2 meV detuning considered above. The lifetimes also assume V = 0 out to the turning radius, hundreds of nanometres in the example; a potential offset of 5 meV beyond 100 nm shortens the lifetime to below 0.1 ns even at the critical depth. A noncircular well mixes angular momenta and is not covered by this derivation, nor are interactions or coupling between Dirac cones.

The true part of the belief is that this well binds nothing at nonzero energy and that a straight edge is transparent at normal incidence. The false part is the step from there to all electrostatic wells: at its critical depth, 252.21 meV when rounded, the well of the example binds a pair of states. The numerical output below also lists the critical depth and the probabilities for m = 3.

Calculated quantities

```
speed v = 1.0e+06 m/s
well radius R = 10.0 nm
energy unit hbar v/R = 65.821 meV
largest residual of H psi at E=0 = 8.2e-08 (hbar v/R)
m=0: critical strength u = 2.40483 (no unit), depth V0 = 158.29 meV
m=1: critical strength u = 3.83171 (no unit), depth V0 = 252.21 meV
m=2: critical strength u = 5.13562 (no unit), depth V0 = 338.03 meV
m=3: critical strength u = 6.38016 (no unit), depth V0 = 419.95 meV
partner m=-2: critical strength u = 3.83171 (no unit)
norm in 200R-400R over norm in 100R-200R (no unit):
  m=1, E=0: 0.2500
  m=0, E=0: 1.0000
  m=1, E=0.3 hbar v/R: 1.9980
m=1: probability inside = 0.66667, beyond 10R = 3.333e-03 (no unit)
m=2: probability inside = 0.80000, beyond 10R = 2.000e-05 (no unit)
m=3: probability inside = 0.85714, beyond 10R = 1.429e-07 (no unit)
disc of radius 30R, m=1: E = -2.9e-05 (hbar v/R), inside = 0.6669, dE/dV0 = -0.6669
disc of radius 30R, m=2: E = -5.7e-05 (hbar v/R), inside = 0.8000, dE/dV0 = -0.8000
m=1 well too shallow by 2.0 meV:
  detuning of u = -0.03039 (no unit)
  depth V0 = 250.21 meV
  energy: pole 1.3312 meV, leading law 1.3333 meV
  width: pole 286.33 neV, leading law 286.47 neV
  lifetime hbar/width = 2.299 ns
  semiclassical outer turning radius = 742 nm
m=1 well too deep by 2.0 meV:
  detuning of u = 0.03039 (no unit)
  depth V0 = 254.21 meV
  energy: pole -1.3347 meV, leading law -1.3333 meV
  width: pole 285.58 neV, leading law 286.47 neV
  lifetime hbar/width = 2.305 ns
  semiclassical outer turning radius = 740 nm
phase rise over half a width = 0.7854 rad
pi/4 = 0.7854 rad
```
